# When Gaussian Basis Functions Reach Relativistic Momenta: a program that tests the result

```python
"""
Result under test (Hartree atomic units, electron mass 1, c = 1/fine-structure constant):
a normalized Gaussian exp(-a r^2) has momentum width sqrt(a) per component, so it
probes momenta of order m c when a approaches c^2.  The largest exponent of an
energy-optimized set of n s Gaussians grows as k_n Z^2 with nuclear charge Z, so
c^2 is reached near Z = c/sqrt(k_n).  The estimate is compared with standard sets.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.linalg import eigh
from scipy.optimize import minimize, root
from scipy.special import erfc, k1e
from pyscf import gto
from pyscf.data.elements import ELEMENTS

c = 1.0 / constants.fine_structure
c2 = c * c
bohr_pm = constants.physical_constants["Bohr radius"][0] * 1e12
print(f"speed of light c = {c:.3f} a.u.; c^2 = {c2:.1f} bohr^-2")

# ---------- momentum content of one Gaussian, by numerical Fourier transform ----------
p = np.linspace(0.0, 12.0, 2401) * c
i_c = 200                                    # grid index at which p = c
assert abs(p[i_c] - c) < 1e-9
print("single s Gaussian: a/c^2, p_rms/c, fraction p>c, T_nonrel/c^2, T_rel/c^2")
for ratio in (0.01, 0.1, 1.0 / 3.0, 1.0):
    a = ratio * c2
    r = np.linspace(0.0, 12.0 / np.sqrt(a), 2001)
    phi = (2 * a / np.pi) ** 0.75 * np.sqrt(4 * np.pi) * np.exp(-a * r**2)
    dr = r[1] - r[0]
    u = np.sqrt(2 / np.pi) * (np.sin(np.outer(p, r)) @ (r * phi)) * dr
    density = u**2                           # radial momentum density
    norm = simpson(density, x=p)
    p2 = simpson(density * p**2, x=p)
    p4 = simpson(density * p**4, x=p)
    above = simpson(density[i_c:], x=p[i_c:])
    t_rel = simpson(density * (np.sqrt(p**2 * c2 + c2**2) - c2), x=p)
    y = c / np.sqrt(a)
    above_formula = erfc(y / np.sqrt(2)) + np.sqrt(2 / np.pi) * y * np.exp(-y * y / 2)
    z = c2 / (2 * a)
    t_rel_formula = c2 * (np.sqrt(z / np.pi) * k1e(z / 2) - 1)
    assert abs(norm - 1) < 1e-6
    assert abs(p2 / (3 * a) - 1) < 1e-6
    assert abs(p4 / (15 * a * a) - 1) < 1e-5
    assert abs(above - above_formula) < 1e-6
    assert abs(t_rel / t_rel_formula - 1) < 1e-5
    print(f"  {ratio:.4f}  {np.sqrt(p2)/c:.4f}  {above_formula:.3e}"
          f"  {p2/2/c2:.5f}  {t_rel/c2:.5f}")
# the loop ends with a = c^2
x_spread = np.sqrt(simpson(r**4 * phi**2, x=r) / 3)
assert abs(x_spread * 2 * c - 1) < 1e-6
print(f"at a=c^2: position spread per component = {x_spread:.6f} bohr"
      f" = {x_spread*bohr_pm:.4f} pm")
print(f"at a=c^2: T_nonrel/T_rel = {p2/2/t_rel:.4f}")
print(f"at a=c^2: size of p^4 correction / T_nonrel = {(p4/8/c2)/(p2/2):.4f}")

for l in range(3):
    mol = gto.M(atom="H", basis={"H": [[l, [c2, 1.0]]]}, spin=1, verbose=0)
    p2_over_a = 2 * mol.intor("int1e_kin")[0, 0] / c2
    assert abs(p2_over_a - (2 * l + 3)) < 1e-8
    print(f"<p^2>/a for l={l}: {p2_over_a:.4f}")


# ---------- optimal s exponents of a one-electron ion ----------
def solve_ion(log_a, charge):
    """Lowest energy, gradient in log exponents, coefficients, kinetic energy."""
    a = np.exp(log_a)
    s = a[:, None] + a[None, :]
    prod = np.outer(a, a)
    S = (np.pi / s) ** 1.5
    T = 3 * prod / s * S
    V = -2 * np.pi * charge / s
    scale = np.diag(S) ** -0.5
    ss = np.outer(scale, scale)
    w, v = eigh((T + V) * ss, S * ss)
    energy, unit_coef = w[0], v[:, 0]
    coef = scale * unit_coef
    dS = -1.5 * S / s
    dT = 3 * a[None, :] ** 2 / s**2 * S + 3 * prod / s * dS
    dV = 2 * np.pi * charge / s**2
    grad = 2 * coef * ((dT + dV - energy * dS) @ coef) * a
    return energy, grad, unit_coef, coef @ T @ coef


def optimize_ion(n, charge, smallest, step):
    """The objective is divided by charge^2 for conditioning; its minimum is unmoved."""
    def objective(x):
        e, g, _, _ = solve_ion(x, charge)
        return e / charge**2, g / charge**2
    start = np.log(smallest * step ** np.arange(n))
    x = minimize(objective, start, jac=True, method="BFGS",
                 options={"gtol": 1e-9, "maxiter": 3000}).x
    polished = root(lambda q: objective(q)[1], x, tol=1e-13).x
    if np.abs(objective(polished)[1]).max() < np.abs(objective(x)[1]).max():
        x = polished
    assert np.abs(objective(x)[1]).max() < 1e-9
    return np.sort(x)


print("hydrogen, n optimized s Gaussians: n, k_n (bohr^-2), energy error (hartree), Z_c")
k_n, logs, previous = {}, {}, 0.0
for n in range(3, 9):
    logs[n] = optimize_ion(n, 1.0, 0.1, 3.6)
    energy, _, _, kinetic = solve_ion(logs[n], 1.0)
    assert -0.5 < energy < previous          # variational and improving with n
    assert abs(kinetic + energy) < 1e-7      # virial theorem at the optimum
    previous = energy
    k_n[n] = np.exp(logs[n][-1])
    print(f"  {n}  {k_n[n]:.2f}  {energy+0.5:.2e}  {c/np.sqrt(k_n[n]):.2f}")
assert all(k_n[n + 1] > k_n[n] for n in range(3, 8))

mol = gto.M(atom="H", basis={"H": [[0, [float(a), 1.0]] for a in np.exp(logs[6])]},
            spin=1, verbose=0)
library_energy = eigh(mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
                      mol.intor("int1e_ovlp"), eigvals_only=True)[0]
assert abs(library_energy - solve_ion(logs[6], 1.0)[0]) < 1e-9

k_at_10 = np.exp(optimize_ion(6, 10.0, 7.0, 3.9)[-1])
assert abs(k_at_10 / (100 * k_n[6]) - 1) < 1e-3
print(f"n=6, Z=10 optimized separately: largest exponent = {k_at_10:.1f} bohr^-2,"
      f" ratio to Z=1: {k_at_10/k_n[6]:.3f}")


# ---------- standard basis sets ----------
def basis_info(name, charge):
    """Largest exponent, its angular momentum, number of distinct s exponents."""
    try:
        shells = gto.basis.load(name, ELEMENTS[charge])
    except Exception:                        # element absent from this set
        return None
    pairs = [(row[0], shell[0]) for shell in shells for row in shell[1:]
             if isinstance(row, (list, tuple, np.ndarray))]
    if not pairs:
        return None
    top, l_top = max(pairs, key=lambda t: (t[0], -t[1]))
    return top, l_top, len({e for e, l in pairs if l == 0})


names = ["sto-3g", "6-31g", "def2-svp", "def2-tzvp", "def2-qzvp",
         "cc-pvdz", "cc-pvtz", "cc-pvqz"]
tables = {}
print("standard sets, Z=1..36: a = largest exponent (bohr^-2), ns = number of s exponents")
for name in names:
    found = {q: basis_info(name, q) for q in range(1, 37)}
    table = {q: v for q, v in found.items() if v is not None}
    tables[name] = table
    assert all(v[1] == 0 for v in table.values())      # the tightest function is s
    predicted = 10 * c / np.sqrt(table[10][0])
    print(f"  {name}: a(Ne)={table[10][0]:.1f}, ns(Ne)={table[10][2]},"
          f" Z_c from Ne={predicted:.2f}")
    crossing = [q for q in sorted(table) if table[q][0] >= c2]
    if not crossing:
        last = max(table)
        print(f"    not reached; a({ELEMENTS[last]})={table[last][0]:.1f}")
        continue
    first = crossing[0]
    before = max(q for q in table if q < first)
    stays = all(table[q][0] >= c2 for q in table if q >= first)
    print(f"    first Z={first} ({ELEMENTS[first]}), a={table[first][0]:.1f},"
          f" ns={table[first][2]}; before: {ELEMENTS[before]} a={table[before][0]:.1f},"
          f" ns={table[before][2]}; stays above: {'yes' if stays else 'no'}")
    if first <= 18:
        assert abs(first - predicted) < 1.5
    if name == "6-31g":
        assert abs(first - c / np.sqrt(k_n[6])) < 1.5
assert max(v[0] for v in tables["sto-3g"].values()) < c2

core_k = [tables["6-31g"][q][0] / q**2 for q in range(5, 19)]
assert all(abs(k / k_n[6] - 1) < 0.10 for k in core_k)
print(f"6-31G, B to Ar: a/Z^2 from {min(core_k):.2f} to {max(core_k):.2f} bohr^-2")

# ---------- how relativistic is the actual 1s electron at Z = 10? ----------
Z = 10.0


def momentum_density_1s(q):
    return 32 / np.pi * Z**5 * q**2 / (q**2 + Z**2) ** 4


sine = quad(lambda s: s * 2 * Z**1.5 * np.exp(-Z * s), 0, 4.5, weight="sin", wvar=c,
            epsabs=1e-12, limit=400)[0]
assert abs((2 / np.pi) * sine**2 / momentum_density_1s(c) - 1) < 1e-5
# substitution q = c/t maps the tail onto a finite interval
tail = quad(lambda t: momentum_density_1s(c / t) * c / t**2, 1e-8, 1, epsabs=1e-15)[0]
tail_estimate = 32 / (5 * np.pi) * (Z / c) ** 5
assert abs(tail / tail_estimate - 1) < 0.03
dirac = c2 * (np.sqrt(1 - Z**2 / c2) - 1)
shift = dirac / (-Z**2 / 2) - 1
assert abs(shift / (Z**2 / (4 * c2)) - 1) < 0.01
tight = abs(solve_ion(logs[7], 1.0)[2][np.argmax(logs[7])])
assert tight < 0.1
print(f"Z=10 one-electron ion: 1s fraction with p>c = {tail:.3e},"
      f" estimate {tail_estimate:.3e}")
print(f"Z=10 one-electron ion: relative Dirac energy correction = {100*shift:.4f} %")
print(f"n=7 fit: coefficient of the tightest normalized primitive = {tight:.5f}")
print("all assertions hold")
```

Output:

```
speed of light c = 137.036 a.u.; c^2 = 18778.9 bohr^-2
single s Gaussian: a/c^2, p_rms/c, fraction p>c, T_nonrel/c^2, T_rel/c^2
  0.0100  0.1732  1.554e-21  0.01500  0.01482
  0.1000  0.5477  1.857e-02  0.15000  0.13563
  0.3333  1.0000  3.916e-01  0.50000  0.38907
  1.0000  1.7321  8.013e-01  1.50000  0.91942
at a=c^2: position spread per component = 0.003649 bohr = 0.1931 pm
at a=c^2: T_nonrel/T_rel = 1.6315
at a=c^2: size of p^4 correction / T_nonrel = 1.2500
<p^2>/a for l=0: 3.0000
<p^2>/a for l=1: 5.0000
<p^2>/a for l=2: 7.0000
hydrogen, n optimized s Gaussians: n, k_n (bohr^-2), energy error (hartree), Z_c
  3  4.50  3.02e-03  64.60
  4  13.01  7.22e-04  37.99
  5  34.06  1.90e-04  23.48
  6  82.92  5.44e-05  15.05
  7  190.69  1.67e-05  9.92
  8  418.56  5.44e-06  6.70
n=6, Z=10 optimized separately: largest exponent = 8292.2 bohr^-2, ratio to Z=1: 100.000
standard sets, Z=1..36: a = largest exponent (bohr^-2), ns = number of s exponents
  sto-3g: a(Ne)=207.0, ns(Ne)=6, Z_c from Ne=95.24
    not reached; a(Kr)=2782.2
  6-31g: a(Ne)=8425.9, ns(Ne)=10, Z_c from Ne=14.93
    first Z=15 (P), a=19413.3, ns=16; before: Si a=16115.9, ns=16; stays above: yes
  def2-svp: a(Ne)=3599.0, ns(Ne)=7, Z_c from Ne=22.84
    first Z=19 (K), a=31478.7, ns=14; before: Ar a=11797.1, ns=10; stays above: yes
  def2-tzvp: a(Ne)=45069.5, ns(Ne)=11, Z_c from Ne=6.45
    first Z=7 (N), a=19730.8, ns=11; before: C a=13575.3, ns=11; stays above: yes
  def2-qzvp: a(Ne)=160676.3, ns(Ne)=15, Z_c from Ne=3.42
    first Z=4 (Be), a=29646.7, ns=15; before: Li a=14854.0, ns=15; stays above: yes
  cc-pvdz: a(Ne)=17880.0, ns(Ne)=9, Z_c from Ne=10.25
    first Z=11 (Na), a=31700.0, ns=12; before: Ne a=17880.0, ns=9; stays above: yes
  cc-pvtz: a(Ne)=24350.0, ns(Ne)=10, Z_c from Ne=8.78
    first Z=9 (F), a=19500.0, ns=10; before: O a=15330.0, ns=10; stays above: yes
  cc-pvqz: a(Ne)=99920.0, ns(Ne)=12, Z_c from Ne=4.34
    first Z=5 (B), a=23870.0, ns=12; before: Be a=14630.0, ns=12; stays above: yes
6-31G, B to Ar: a/Z^2 from 81.41 to 87.49 bohr^-2
Z=10 one-electron ion: 1s fraction with p>c = 4.152e-06, estimate 4.216e-06
Z=10 one-electron ion: relative Dirac energy correction = 0.1335 %
n=7 fit: coefficient of the tightest normalized primitive = 0.00071
all assertions hold
```
